\section*{Avrami exponent and characteristic time from two ferroelectric switching readings}

\section*{Question}

I have a ferroelectric capacitor under a constant voltage that is switched on at $t=0$. A fraction $0.1$ of the polarization has reversed after $1\,\mu$s and a fraction $0.9$ after $3\,\mu$s. I am asked for the Avrami exponent $n$ and the characteristic time $t_0$ in the Kolmogorov--Avrami--Ishibashi (KAI) law
\begin{equation}
f(t)=1-\exp\left[-\left(\frac{t}{t_0}\right)^n\right].
\label{kai}
\end{equation}
I read that the switched fraction grows as $t^n$, so I took the slope on a log--log plot:
\[
\frac{\ln(0.9/0.1)}{\ln(3/1)}=\frac{\ln 9}{\ln 3}=2 .
\]
That looks like a sensible integer, but when I put $n=2$ into \eqref{kai} and choose $t_0$ to match the first reading, the second one comes out far too low. What is wrong with the slope? Is $t_0$ the time at which half has switched? And if $n$ is not an integer, what does it say about the domains, and would it survive in a real film?

\section*{Answer}

The fraction $f$ does not follow a power law up to $0.9$. The quantity that does is
\begin{equation}
X(t)=-\ln[1-f(t)],
\label{xdef}
\end{equation}
and the slope has to be taken on its logarithm. The reason lies in where the exponential comes from.

\subsection*{Why there is an exponential}

Let $f$ be the switched charge divided by $2P_sA$, where $P_s$ is the spontaneous polarization and $A$ the electrode area. The factor 2 appears because the polarization goes from $-P_s$ to $+P_s$. Assume that reversed nuclei appear independently at random places, that every domain is a circle whose wall moves at the same constant speed $v$, that the domains extend through the film, and that the electrode is much wider than the distance a wall travels.

Pick a point of the film. It is still unswitched at time $t$ if no nucleus appeared close enough, and early enough, for its wall to have arrived. Divide the places and times from which a wall could have arrived into small cells, and let $p_i\ll1$ be the probability of a nucleus in cell $i$. Independence lets us multiply the probabilities of finding no nucleus:
\begin{equation}
1-f=\prod_i(1-p_i)=\exp\Big[\sum_i\ln(1-p_i)\Big]\longrightarrow\exp\Big[-\sum_i p_i\Big]=e^{-X}.
\end{equation}
The limit holds because $\ln(1-p_i)\approx-p_i$ for small cells. So $X$ is the expected number of nuclei whose walls could have reached the point.

This count includes nuclei placed in regions that have already switched, where no real nucleus can form. They do no harm. Suppose such a nucleus is placed at $\mathbf y$ at time $s$, inside a domain that started at $\mathbf x_0$ at time $s_0$. Then $|\mathbf y-\mathbf x_0|\le v(s-s_0)$. A point $\mathbf z$ that it reaches by time $t$ has $|\mathbf z-\mathbf y|\le v(t-s)$, and the triangle inequality gives
\[
|\mathbf z-\mathbf x_0|\le v(t-s)+v(s-s_0)=v(t-s_0).
\]
The older domain has reached $\mathbf z$ as well, so the switched area is unchanged.

Two cases give $X$ directly. If all nuclei are present at $t=0$ with density $N$ per area (latent nuclei), those within a distance $vt$ count:
\begin{equation}
X=\pi v^2N\,t^2 .
\label{latent}
\end{equation}
If nuclei appear at a steady rate $J$ per area and time, one born at $s$ has had the time $t-s$ to grow:
\begin{equation}
X=J\int_0^t\pi v^2(t-s)^2\,ds=\frac{\pi v^2J}{3}\,t^3 .
\label{steady}
\end{equation}
Both have the form $X=(t/t_0)^n$, with $n=2$ and $n=3$. Equation \eqref{kai} keeps this form and lets $n$ be fitted.

Now your slope can be judged. For small $X$,
\[
f=1-e^{-X}=X-\tfrac12X^2+\dots\approx X ,
\]
so $f\propto t^n$ holds early in the switching. At $f=0.9$, however, $X=\ln10=2.30$. The fraction has begun to saturate at 1 while $X$ keeps growing, and the slope of $\ln f$ is too small. The integer 2 comes from the numbers chosen, since $9=3^2$, and not from the growth of the domains.

\subsection*{Solving for the two unknowns}

Start from \eqref{kai}, isolate the exponential and take the logarithm:
\begin{align}
1-f&=\exp[-(t/t_0)^n],\\
-\ln(1-f)&=(t/t_0)^n .
\end{align}
Both sides are positive, so a second logarithm is allowed:
\begin{equation}
\ln X=n\ln t-n\ln t_0 .
\label{line}
\end{equation}
This is a straight line in $\ln t$ with slope $n$. (Times inside logarithms are understood as divided by $1\,\mu$s.) Write it for both readings and subtract; the term with $t_0$ drops out:
\begin{equation}
\ln X_2-\ln X_1=n(\ln t_2-\ln t_1)
\quad\Rightarrow\quad
n=\frac{\ln(X_2/X_1)}{\ln(t_2/t_1)} .
\label{n}
\end{equation}
For the time, take the root of $X_1=(t_1/t_0)^n$, which gives $X_1^{1/n}=t_1/t_0$, and therefore
\begin{equation}
t_0=t_1X_1^{-1/n}.
\label{t0}
\end{equation}
Each step can be reversed, so the pair $(n,t_0)$ is unique. Since $f_2>f_1$ and $t_2>t_1$, both logarithms in \eqref{n} are positive and so is $n$.

With your numbers,
\begin{align}
X_1&=-\ln0.9=0.10536, & X_2&=-\ln0.1=2.30259,\\
\frac{X_2}{X_1}&=21.854, & n&=\frac{\ln21.854}{\ln3}=\frac{3.0844}{1.0986}=2.81 .
\end{align}
For the time, keep $n=2.8075$ until the end:
\begin{equation}
\ln\frac{t_0}{1\,\mu\mathrm s}=-\frac{\ln0.10536}{2.8075}=\frac{2.2504}{2.8075}=0.8016,
\qquad t_0=2.23\,\mu\mathrm s=2230\,\mathrm{ns}.
\end{equation}

\subsection*{What the characteristic time marks}

At $t=t_0$ the exponent in \eqref{kai} is $-1$ for any $n$, so $f(t_0)=1-1/e=0.632$. This is more than half. The half time follows from $e^{-X}=1/2$, that is $X=\ln2$:
\begin{equation}
t_{1/2}=t_0(\ln2)^{1/n}=1.96\,\mu\mathrm s .
\end{equation}

An oscilloscope shows the switching current, which is proportional to $df/dt$. With $u=t/t_0$,
\begin{equation}
\frac{df}{dt}=\frac{n}{t_0}\,u^{n-1}e^{-u^n}.
\end{equation}
At the maximum the derivative of its logarithm vanishes:
\begin{equation}
\frac{n-1}{u}-nu^{n-1}=0
\quad\Rightarrow\quad
u^n=\frac{n-1}{n}\equiv q .
\end{equation}
Hence $t_{\rm peak}=t_0q^{1/n}=1.91\,\mu$s. Since $u^{n-1}=(u^n)^{(n-1)/n}=q^q$, the height is
\begin{equation}
\left(\frac{df}{dt}\right)_{\max}=\frac{n}{t_0}\,q^qe^{-q}=0.498\,\mu\mathrm s^{-1}.
\label{peak}
\end{equation}
The product of peak time and peak height, $t_{\rm peak}(df/dt)_{\max}=nq\,e^{-q}=(n-1)e^{-q}$, no longer contains $t_0$ and so tests the exponent within the KAI law: it is $0.61$ for $n=2$ and $1.03$ for $n=3$. As $n\to1$ from above, $q\to0$ and the peak moves to $t=0$, leaving a simple decay. For large $n$, $q^{1/n}\to1$ and the switching becomes a sharp step at $t_0$.

\subsection*{How well two readings fix $n$}

From \eqref{xdef}, $dX/df=1/(1-f)$, so $d\ln X/df=1/[(1-f)X]$. Inserting this in \eqref{n} gives
\begin{align}
\frac{\partial n}{\partial f_1}&=-\frac{1}{(1-f_1)X_1\ln(t_2/t_1)}=-9.60,\\
\frac{\partial n}{\partial f_2}&=\frac{1}{(1-f_2)X_2\ln(t_2/t_1)}=3.95 .
\end{align}
The early reading matters more, because $n$ depends on the relative change of $X$: an error of $0.01$ in the fraction changes $X_1$ by about a tenth, but $X_2$ by only about $4\%$. If each fraction may be wrong by $\pm0.01$ and the times are held fixed, putting the four extreme pairs into \eqref{n} and \eqref{t0} gives $n$ from $2.68$ to $2.95$ and $t_0$ from $2.18$ to $2.28\,\mu$s. The second decimal of $n$ therefore belongs to the exercise, not to a measurement of this quality.

\subsection*{What a non-integer exponent can mean}

One possibility is that both kinds of nucleation occur. Expected numbers add, so \eqref{latent} and \eqref{steady} combine to
\begin{equation}
X=at^2+bt^3,\qquad a=\pi v^2N,\quad b=\pi v^2J/3 .
\end{equation}
With $t$ in microseconds the readings require
\begin{equation}
a+b=0.10536,\qquad 9a+27b=2.30259 .
\end{equation}
Subtract nine times the first equation from the second: $18b=1.35435$. Hence $b=0.0752\,\mu\mathrm s^{-3}$ and $a=0.0301\,\mu\mathrm s^{-2}$. Both are positive, as a density and a rate must be, so this mechanism is admissible.

It is not a pure power law. Its local exponent is
\begin{equation}
\frac{d\ln X}{d\ln t}=\frac{t(2at+3bt^2)}{at^2+bt^3}=\frac{2a+3bt}{a+bt},
\end{equation}
which rises from $2.71$ at $1\,\mu$s to $2.88$ at $3\,\mu$s, as newly born nuclei gain weight over latent ones. Its average over $\ln t$ between the readings is the total change of $\ln X$ divided by the total change of $\ln t$, which is the $n$ of \eqref{n}. In this picture $2.81$ is a mean slope, not a dimension.

Nor does an exponent identify one mechanism. Latent nuclei growing as spheres in a thick crystal give $X=\tfrac43\pi v^3N_3t^3$, with $N_3$ their density per volume. That is again $n=3$, as for steady nucleation in a film.

\subsection*{A different model through the same two points}

Two readings fix two parameters of any suitable curve, so they cannot confirm KAI. In nucleation-limited switching the film consists of many regions. Each waits for its own nucleus and then switches quickly. Take the switching within a region as instantaneous, and let the waiting times have a Lorentzian distribution in $z=\log_{10}t$, with centre $z_m=\log_{10}t_m$ and half width $w$ at half maximum. The switched fraction is the share of regions whose waiting time has passed:
\begin{equation}
f(t)=\int_{-\infty}^{\log_{10}t}\frac{w\,dz}{\pi[(z-z_m)^2+w^2]}
=\frac12+\frac1\pi\arctan\frac{\log_{10}(t/t_m)}{w}.
\label{nls}
\end{equation}
The fractions $0.1$ and $0.9$ lie symmetrically about $1/2$, so $t_m$ is midway between the readings on the logarithmic axis: $t_m=\sqrt{1\times3}=1.73\,\mu$s. The second reading then gives
\begin{equation}
w=\frac{\log_{10}(3/1.732)}{\tan(0.4\pi)}=\frac{0.2386}{3.078}=0.0775 .
\end{equation}

A third reading at $2\,\mu$s would help. KAI predicts $f=0.522$ there, mixed nucleation $0.514$, and \eqref{nls} predicts $0.716$. An error of $0.01$ would hide the difference between the first two, but not that from the third. The tail differs even more. At $10\,\mu$s, \eqref{nls} leaves $3.2\%$ unswitched, while KAI leaves $e^{-(10/2.229)^n}\approx4\times10^{-30}$, which in practice means nothing. These figures belong to the Lorentzian and to sharp local switching times; another distribution would change them. The curve is also only a mathematical alternative here. If each region stays unswitched with probability $S=\exp[-(t/\tau)^m]$ and $\tau$ has any distribution, then $S(3\,\mu\mathrm s)=S(1\,\mu\mathrm s)^{3^m}$, and averaging this convex power gives $1-f_2\ge(1-f_1)^{3^m}=0.9^{3^m}$. For a region waiting for a randomly arriving nucleus ($m=1$) the second reading cannot exceed $0.27$, and for $m=2$, a common choice in such fits, it cannot exceed $0.61$. A spread of times only flattens the curve, so your readings are too steep for nucleation-limited switching with these local laws.

\subsection*{Would the number survive in a real film?}

Take an epitaxial lead zirconate titanate capacitor with rough typical values: thickness $d=100$ nm, a square electrode of side $20\,\mu$m, $2$ V applied, $P_s=70\,\mu\mathrm{C/cm^2}$, relative permittivity $\varepsilon_r=200$ and $50\,\Omega$ in series. The field is $E=0.2$ MV/cm, a fifth of a rough breakdown field of 1 MV/cm. For a wall speed of $0.4$ m/s, also a rough value, a wall travels $1.2\,\mu$m in $3\,\mu$s. That is twelve times the thickness, which suits two-dimensional growth. Polycrystalline films often break the assumption of one common speed and nucleation rate, and then a distribution of times such as \eqref{nls} is the better starting point. The effects below are each taken alone, with the other settings fixed.

The largest is the ordinary dielectric charge. It flows as soon as the voltage is applied and, if left in the reading, adds to $f$ the amount
\begin{equation}
\frac{\varepsilon_0\varepsilon_rE}{2P_s}=\frac{3.54\,\mu\mathrm{C/cm^2}}{140\,\mu\mathrm{C/cm^2}}=0.025 .
\end{equation}
If your fractions contain it and were obtained by dividing the charge by $2P_sA$, the true ones are $0.075$ and $0.875$, and \eqref{n} and \eqref{t0} give $n=2.99$ and $t_0=2.35\,\mu$s. You would then have reported $2.81$ for a film that looks like pure steady nucleation. A second pulse of the same sign, which switches nothing if the polarization has been retained, measures this charge so that it can be subtracted.

The electrode edges matter too. No walls enter from outside. Unless the edge itself favours nucleation, points near it therefore switch late on average, and the affected strip widens as $vt$. This lowers $X_2$ by a larger factor than $X_1$. I estimated the shift by placing nuclei at random, with $a$ and $b$ as above, and recording when the first wall reaches each of many random points. Comparing an isolated square with a periodically repeated one, over 400 random arrangements, lowers $n$ by about $0.04$ on average. A single square of this size holds only about 24 latent nuclei and gains about 180 new ones in the first microsecond, so its own $n$ also scatters around the average, with a standard deviation of roughly $0.07$ for these inputs. About two thirds of that variance comes from the steadily born nuclei. The shift therefore shows only in a mean over many capacitors.

The series resistor also lowers the apparent $n$. The switched charge is $2P_sA=0.56$ nC, so \eqref{peak} gives a peak current of $0.28$ mA and a voltage loss of $14$ mV, or $0.7\%$ of $2$ V. Suppose nucleation and wall motion share a rate factor $e^{-E_a/E}$ with a rough activation field $E_a=1$ MV/cm. Then $E_a/E=5$, and a relative field change $\delta E/E$ changes the rate by about $5\,\delta E/E$, here $-3.5\%$ at the peak. To follow this through the pulse, let the film obey \eqref{kai} in an internal time $\theta$ that runs at the speed
\begin{equation}
s=\frac{d\theta}{dt}=\exp\left(\frac{E_a}{E}-\frac{E_a}{E_f}\right),\qquad
E_f=\frac1d\left[V-R\,2P_sA\,f'(\theta)\,s\right],
\end{equation}
where $E_f$ is the field left in the film, $V$ the applied voltage and $R$ the resistance. Solving for $s$ by iteration and summing $dt=d\theta/s$ numerically shows that a film with true values $2.81$ and $2.23\,\mu$s would appear to have $n=2.77$ and $t_0=2.27\,\mu$s.

The remaining effects are small for these inputs. The circuit charges in $R\varepsilon_0\varepsilon_rA/d=0.35$ ns. A rough leakage of $10^{-4}\,\mathrm{A/cm^2}$ adds about $2\times10^{-6}$ of the switching charge in $3\,\mu$s. Complete switching releases the energy $2P_sE=28\,\mathrm{J/cm^3}$, which would warm the film by $9.3$ K if no heat escaped, for a heat capacity $c=3\,\mathrm{J/(cm^3K)}$. With a substrate conductivity $\kappa=10$ W/(m\,K) and the same $c$, heat spreads in $t=3\,\mu$s to a depth of about $\sqrt{\kappa t/c}=3.2\,\mu$m. Shared over that depth, the rise is near $0.3$ K. If $E_a$ varies as $1/T$, the rate at 300 K changes by about $5\times0.3/300=0.5\%$.

So for fractions already corrected for the dielectric charge, $n\approx2.8$ and $t_0\approx2.2\,\mu$s describe this capacitor, provided that a reading near $2\,\mu$s supports the KAI curve. The resistor and the edges each lower the apparent $n$ by about $0.04$, so the exponent of the film itself would be nearer $2.9$, a difference within the reading error found above. If the correction has not been made, it comes before any talk of dimensions.

Numbers in the example were calculated in double precision.
